How Much Parabolic Oxide Growth Does a Furnace Ramp Add?

**Question.** A silicon wafer that already carries a thick oxide is heated in the oxidizing gas at 10 K/min, from room temperature to 1000 °C, and is then held there. The parabolic rate constant has an activation energy of 1.24 eV. How many minutes at the final temperature would give the same growth as the ramp, and how does this time depend on the ramp rate, the final temperature and the activation energy?

**Answer.** The leading estimate is 11 minutes. It is an upper bound, and the full integral for this ramp gives 9.7 minutes. The ramp itself lasts 97.5 minutes, so most of it contributes very little. Both values follow from the growth law, and so does the reason for their difference.

**What is being compared**

When diffusion through the oxide limits the growth, the flux of oxidant reaching the silicon is inversely proportional to the oxide thickness x. The growth law is then

dx/dt = B(T)/(2x).

The factor 2 is a convention. It makes the law at constant temperature read x² = x₀² + Bt, where x₀ is the initial thickness. During a ramp B changes with time, but multiplying by 2x still separates the thickness from the temperature:

d(x²)/dt = 2x dx/dt = B(T).

Integrating over the ramp, from thickness x₀ to x₁, gives

x₁² − x₀² = ∫ B(T(t)) dt.

A hold at the final temperature T_f for a time t_eq would add B(T_f) t_eq to x². Setting the two additions equal defines the equivalent time:

t_eq = ∫ [B(T(t))/B(T_f)] dt.

The initial thickness has dropped out, so for a given ramp and activation energy the equivalent time is the same for every initial thickness at which the parabolic law holds.

Let the oxidant pressure be constant, let the wafer follow the furnace, and let B be proportional to exp(−E/kT), with T the absolute temperature. The prefactor of B cancels in the ratio. For a constant heating rate β = dT/dt we have dt = dT/β, and so

t_eq = (1/β) ∫ exp[−(E/k)(1/T − 1/T_f)] dT,

where T runs from the start temperature T_s to T_f.

**The leading estimate**

The integrand equals 1 at T_f and falls on the way down. To see how fast, rewrite the difference of reciprocals:

1/T − 1/T_f = (T_f − T)/(T T_f).

The exponent becomes

−(E/k)(1/T − 1/T_f) = −[(T_f − T)/ΔT] (T_f/T), with ΔT = kT_f²/E.

Near T_f the last factor, T_f/T, is close to 1. Setting it equal to 1 leaves a simple exponential, which can be integrated downward without limit because its tail is small:

t₀ = (1/β) ∫₀^∞ exp(−y/ΔT) dy = ΔT/β = kT_f²/(βE), where y = T_f − T.

The length ΔT is the temperature drop over which B falls by a factor e in this approximation. The ramp therefore counts as the time the furnace needs to cross one such interval.

For the present case T_f = 1273.15 K and kT_f = 0.10971 eV, so

ΔT = 1273.15 K × 0.10971 eV / 1.24 eV = 112.6 K,

t₀ = 112.6 K / (10 K/min) = 11.26 min = 676 s.

**Why the full value is smaller**

The factor T_f/T that was set equal to 1 is in fact larger than 1 everywhere below T_f. The true exponent is therefore more negative than the linearized one, and the true rate is lower at every temperature of the ramp. Extending the lower limit of the integral also adds a positive amount. Both approximations raise the result, so t₀ is an upper bound on t_eq.

The size of the correction is easiest to find for a cold start, with T_s taken as absolute zero. Define

a = E/(kT_f) = 1.24/0.10971 = 11.30

and introduce a variable s by T_f/T = 1 + s. Then T = T_f/(1 + s) and dT = −T_f ds/(1 + s)². The exponent is −a(T_f/T − 1) = −as. The limit T = T_f becomes s = 0, and T → 0 becomes s → ∞. The minus sign in dT is absorbed by exchanging the limits:

t_eq = (T_f/β) ∫₀^∞ e^(−as) (1 + s)^(−2) ds.

Since ΔT = T_f/a, the leading estimate is t₀ = T_f/(aβ). Dividing by it gives

t_eq/t₀ = F(a) = a ∫₀^∞ e^(−as) (1 + s)^(−2) ds.

With u = 1 + s this is F(a) = a e^a E₂(a), where E₂(a) = ∫₁^∞ e^(−au) u^(−2) du is a standard exponential integral. The correction depends on a alone.

Two elementary bounds avoid the special function. For the upper one, multiply out

(1 − 2s + 3s²)(1 + s)² = 1 + 4s³ + 3s⁴.

For s ≥ 0 the right side is at least 1, so (1 + s)^(−2) ≤ 1 − 2s + 3s². The averages of s and s² with the weight a e^(−as) are 1/a and 2/a². Hence

F(a) < 1 − 2/a + 6/a².

For the lower bound, note that (1 + s)^(−2) is convex, so its curve lies above each of its tangents. Take the tangent at the mean value s = 1/a. When the tangent is averaged with the same weight, its sloping part vanishes and its value at the mean remains:

F(a) > (1 + 1/a)^(−2).

For a = 11.30 the bounds are 0.844 and 0.870, which place the equivalent time between 9.5 and 9.8 min. Evaluating the integral from room temperature gives

t_eq = 0.858 × 11.26 min = 9.67 min = 580 s.

The leading estimate is thus 16.5 % above the full integral. For larger a both bounds approach 1, and the estimate improves. Its relative error is then about 2/a = 2kT_f/E.

The full integral also shows where the growth occurs. The last 112.6 K of the ramp supply 71.9 % of it, and the last 225 K supply 93.9 %. A pure exponential would give 1 − 1/e = 63 % and 1 − 1/e² = 86 %. The true distribution is more concentrated near the top, because the rate falls faster on the way down.

**How the equivalent time scales**

The dependence on ramp rate is simple. With the start and final temperatures fixed, t_eq is proportional to 1/β, because each temperature interval is crossed in a time proportional to 1/β. Halving the rate to 5 K/min doubles the equivalent time to 19.3 min.

The leading estimate varies as T_f² and as 1/E. The correction F(a) changes these powers slightly. To find the actual powers, write the cold-start result as t_eq = I/β, with

I(T_f) = [1/B(T_f)] ∫ B(T) dT.

Differentiate with respect to T_f. The upper limit of the integral contributes 1. The prefactor contributes −I d(ln B)/dT at T_f, and this logarithmic slope is E/(kT_f²) = 1/ΔT. Therefore

dI/dT_f = 1 − I/ΔT.

Multiply by T_f/I to obtain the local power p of T_f, and use I = F ΔT and T_f/ΔT = a:

p = T_f/I − T_f/ΔT = a(1/F − 1) = 11.30 × (1/0.858 − 1) ≈ 1.87.

The power of E follows without another differentiation. The cold-start time has the form (T_f/β) g(a), where a = E/(kT_f). If g varies locally as a^(−q), then t_eq varies as T_f^(1+q) E^(−q). Comparing with p gives q = p − 1 ≈ 0.87. Near the present conditions, then,

t_eq ∝ β^(−1) T_f^1.87 E^(−0.87).

An increase of 10 % in E shortens the equivalent time by about 8 %.

The weak dependence on T_f needs careful reading, since the equivalent minutes refer to a different temperature each time. Consider the same ramp stopped at 900 °C, or 1173.15 K. The power law gives a factor (1173.15/1273.15)^1.87 ≈ 0.86, or about 8.3 min at 900 °C. But B itself is lower there by the factor

exp[−11.30 × (1273.15/1173.15 − 1)] ≈ 0.38.

The amount added to x² is therefore about 0.86 × 0.38 ≈ 0.33 of its value for the ramp to 1000 °C. The equivalent time changes little, while the growth itself falls by a factor of three.

**Starting from a warm furnace**

If the wafer enters the furnace hot, the part of the cold-start integral below T_s is missing. That part is itself a cold-start ramp, ending at T_s. Its equivalent time at T_s must be multiplied by B(T_s)/B(T_f) to convert it into minutes at T_f:

t_eq(T_s) = t_cold(T_f) − [B(T_s)/B(T_f)] t_cold(T_s).

Here t_cold(T) is the equivalent time, at temperature T, of a ramp from absolute zero to T. For a start at 600 °C the result is 9.64 min, almost the same as from room temperature. For a start at 800 °C it is 8.81 min. The 200 K next to the final temperature supply most of the equivalent time, while the missing 775 K below 800 °C remove less than one equivalent minute. These values assume that the wafer is at T_s when the ramp begins and count no growth before that moment.

Cooling in the same gas at the same rate adds the same equivalent time again. On the way down dt = −dT/β and the temperature limits are exchanged, so the two minus signs cancel.

**What it means in nanometres**

Take an oxide of 1000 nm and B = 200 nm²/min at 1000 °C, a rough value for dry oxidation of silicon. The ramp adds

B t_eq = 200 nm²/min × 9.67 min = 1934 nm²

to x². To turn this into a thickness, factor the difference of squares:

x₁ − x₀ = (x₁² − x₀²)/(x₁ + x₀) ≈ 1934 nm² / 2000 nm ≈ 0.97 nm.

A hold of 60 min without a ramp would add 5.98 nm, while the ramp and the hold together add 6.94 nm. The equivalent time is 16 % of the hold, so it is not negligible in a growth budget of this kind, although the thickness involved is only about one nanometre. For a thick oxide the gain from the ramp varies as 1/(2x₀), even though the equivalent time does not depend on x₀.

**When the surface reaction matters**

The parabolic law ignores the finite speed of the reaction at the silicon surface. The linear-parabolic law includes it through a length A:

(2x + A) dx/dt = B.

When 2x is much larger than A, the parabolic law returns. When 2x is much smaller, growth is linear in time with rate B/A. Let B/A have an activation energy E_L, and let A_f and B_f be the values at T_f. Dividing B by B/A gives

A(T) = A_f exp[((E_L − E)/k)(1/T − 1/T_f)].

For E_L > E this means A(T) ≥ A_f throughout the ramp: the surface reaction is a greater obstacle at low temperature.

Now define t* as the hold at T_f that takes the oxide from the same x₀ to the same x₁. Integrating the law at fixed T_f gives

B_f t* = ∫ (2x + A_f) dx = x₁² − x₀² + A_f(x₁ − x₀).

During the ramp dx = B dt/(2x + A). Inserting this in the integral yields

t* = ∫ [(2x + A_f)/(2x + A)] (B/B_f) dt.

The bracket is at most 1, because A ≥ A_f, so t* cannot exceed the parabolic t_eq. The bracket is also at least A_f/A, since

(2x + A_f)/(2x + A) − A_f/A = 2x(A − A_f)/[A(2x + A)] ≥ 0.

Replacing the bracket by A_f/A leaves the relative linear rate under the integral. Thus t* lies between the equivalent times of purely linear and purely parabolic growth.

With the rough values A_f = 170 nm and E_L = 2.0 eV, these limits are 6.32 and 9.67 min. For the 1000 nm oxide t* = 9.04 min, close to the parabolic end. The gain is 0.83 nm instead of 0.97 nm, a reduction of 14 % relative to the parabolic value. Part of this comes from the shorter equivalent time, and the rest from the larger denominator, 2x + A_f instead of 2x.

A bare wafer behaves quite differently. There t* = 6.36 min, almost the linear limit, and the model gives 7.2 nm of oxide. The parabolic law alone would give √(1934 nm²) = 44 nm, too much by a factor of six within this comparison. The estimate of 11 minutes therefore should not be used for the first oxide on a clean surface.

**When the wafer trails the furnace**

Suppose that the wafer approaches the furnace temperature with a response time τ:

τ dT_wafer/dt = T_furnace − T_wafer.

After the initial transient of a steady ramp, both temperatures rise at the rate β. Putting dT_wafer/dt = β shows that the wafer trails by βτ. For an assumed τ of 0.5 min the difference is 5 K.

When the furnace reaches T_f, the wafer has yet to cross its last βτ kelvin. The ramp therefore lacks that part of the integral. There B is nearly B_f, with an average relative deficit of about βτ/(2ΔT), so the loss is

τ[1 − βτ/(2ΔT)] = 0.5 min × (1 − 0.022) ≈ 0.49 min.

In the hold that follows, the remaining difference decays as βτ e^(−t/τ). To first order it lowers B by the fraction (βτ/ΔT) e^(−t/τ). Integrating over time gives a further loss of τ(βτ/ΔT) ≈ 0.02 min.

The total is about 5 % of t_eq. At fixed τ this share grows with the ramp rate, because t_eq shrinks as 1/β while the loss stays near τ as long as βτ is much smaller than ΔT. At 100 K/min the equivalent time would be 0.97 min, and a lag of 0.5 min would no longer be a small correction. The wafer then covers an appreciable part of the active range at a falling heating rate, so the simple 1/β law fails. The integral of B/B_f over time should be taken along the measured wafer temperature, not along the furnace programme.

**The real process**

The rate parameters used here are rough values for dry oxidation of silicon near 1000 °C, and 10 K/min is a reasonable rate for a batch furnace. The length A depends on the crystal orientation: 170 nm suits (111) silicon, and a value near 230 nm, more usual for (100), lowers t* for the thick oxide to about 8.9 min. The result also assumes that 1.24 eV holds over the 200 K below 1000 °C. Some fits to dry oxidation in this range use a larger activation energy for B, and 1.7 eV or 2.2 eV would give a parabolic equivalent time of about 7.3 or 5.8 min. If E exceeds E_L, the order of the linear and parabolic limits is reversed. The 1000 nm starting oxide is thick for a dry process. Growing it from a bare surface with these parameters would take (1000² + 170 × 1000)/200 = 5850 min, about four days. An oxide of this thickness would more sensibly be grown in steam, with the dry step following.

For steam the activation energy of B is lower, roughly 0.8 eV. At the same ramp rate and final temperature the leading estimate becomes 11.26 × 1.24/0.8 ≈ 17 min. With a = 0.8/0.10971 = 7.3, the two bounds place the purely parabolic value between about 13.5 and 14.6 min, provided that this activation energy holds over the whole active range of the ramp. Fits to steam data often use a higher value below about 950 °C, and the equivalent time is then shorter: with 0.78 eV above and 1.17 eV below that temperature it falls from 14.3 to 11.4 min. In the parabolic limit the lower activation energy lengthens the equivalent time and makes the leading estimate less accurate. That limit is harder to reach in steam. With E near 0.8 eV and E_L near 2.05 eV, A grows about sixfold over the last 175 K of the ramp and becomes comparable with 2x even for a 1000 nm oxide. For A_f between about 250 and 420 nm, the linear-parabolic law then gives t* of only 10 to 11 min.

The calculation also assumes a constant gas composition, which a real process need not have. If the oxidant is admitted only at the final temperature, the ramp contributes no growth in this model. If the ramp runs in diluted oxygen and B is proportional to the oxygen pressure, t_eq is multiplied by the pressure ratio: one tenth of the final oxygen pressure leaves about one equivalent minute. Very thin dry oxides also grow faster than the linear-parabolic law predicts, so the 7.2 nm found for the bare wafer is probably too low. It serves here to show the failure of the parabolic law, not to predict a gate oxide thickness.

The numerical output below gives the values for the ramp to 1000 °C and for the cases with surface reaction and thermal lag.

Computed values

```
Activation energy E: 1.24 eV
Boltzmann constant k: 8.617333e-05 eV/K
Ramp rate beta: 10.0 K/min
Start temperature: 298.15 K
Final temperature T_f: 1273.15 K
Ramp duration: 97.5 min
Thermal energy k T_f: 0.10971 eV
a = E/(k T_f): 11.302 (no unit)
Active range Delta T: 112.6 K
Leading estimate t_0: 11.26 min = 676 s
Full integral t_eq: 9.67 min = 580 s
Ratio t_eq/t_0: 0.8583 (no unit)
Excess of t_0 over t_eq: 16.5 %
Lower bound on t_eq: 9.51 min
Upper bound on t_eq: 9.80 min
Share from last Delta T: 71.9 %
Share from last 2 Delta T: 93.9 %
t_eq for start at 600 C: 9.64 min
t_eq for start at 800 C: 8.81 min
Rough B at T_f: 200 nm^2/min
Rough A at T_f: 170 nm
Rough linear activation energy E_L: 2.0 eV
Initial oxide thickness: 1000 nm
Added x^2 in ramp, B t_eq: 1934 nm^2
Ramp gain, parabolic: 0.966 nm
Soak time: 60 min
Gain of soak without ramp: 5.982 nm
Gain of ramp and soak: 6.943 nm
t_eq as share of soak: 16.1 %
Purely linear equivalent time: 6.32 min
Thick oxide, with reaction, gain: 0.833 nm
Thick oxide, with reaction, t*: 9.04 min
Bare wafer, with reaction, gain: 7.2 nm
Bare wafer, with reaction, t*: 6.36 min
Bare wafer, parabolic law alone: 44.0 nm
Assumed wafer lag time: 0.5 min
Wafer behind furnace at ramp end: 5.00 K
Equivalent time lost in ramp: 0.489 min
Equivalent time lost in soak: 0.022 min
```
